\section*{Cyclotron resonance at the band mass despite an enhanced quasiparticle mass}

\section{Result}

Electrons of charge $-e$ with a single isotropic, parabolic in-plane mass $m$ move in a uniform perpendicular field $B$. If their interaction depends only on relative positions and no other in-plane potential acts, a spatially uniform in-plane electric field is absorbed at
\begin{equation}
\omega_c=\frac{eB}{m},
\end{equation}
whatever the interaction strength. The mass of a quasiparticle, $m^*$, may nevertheless differ from $m$. A resonance at the band mass is therefore no evidence that interactions leave the quasiparticle mass unchanged. The first two sections below work out a case with $m^*=1.2\,m$; the general proof follows.

\section{A counter-example: heavy quasiparticles, unshifted resonance}

Take a mean-field exchange model in the semiclassical regime of many occupied Landau levels, with $\hbar=k_F=m=1$, so that $\omega_c=eB$. Electrons of the same spin and valley interact through
\begin{equation}
V(q)=U q^2e^{-q^2/8},\qquad U=1.7427 .
\end{equation}
Since $V(0)=0$, there is no Hartree energy. The strength $U$ is chosen to give the desired mass; the model does not predict the mass of a particular material.

The quasiparticle energy is
\begin{equation}
\varepsilon(\mathbf k)=\frac{k^2}{2}+\Sigma(\mathbf k),\qquad
\Sigma(\mathbf k)=-\int_{k'<1}\frac{d^2k'}{(2\pi)^2}\,V(|\mathbf k-\mathbf k'|).
\end{equation}
The mass is defined by the slope at the Fermi edge, $1/m^*=d\varepsilon/dk$ at $k=1$. To find it, use $\nabla_{\mathbf k}V=-\nabla_{\mathbf k'}V$ and turn the integral over the disk into one over its edge. At $\mathbf k=(1,0)$ this gives
\begin{equation}
\frac{d\Sigma}{dk}=\int_{k'<1}\frac{d^2k'}{(2\pi)^2}\,\partial_{k'_x}V
=\oint\frac{d\theta}{(2\pi)^2}\,V\cos\theta
=\frac{\langle V\cos\theta\rangle}{2\pi}.
\end{equation}
Here $\langle\cdots\rangle$ is an average over the circle, and two edge points separated by $\theta$ have $q^2=2-2\cos\theta$. The function $V$ rises with $q^2$ up to $q^2=8$, while $q^2\le4$ on the circle. It is therefore larger where $\cos\theta<0$, the average is negative, and the quasiparticle is heavier than the band electron.

Define the Fermi-liquid parameters of the model by
\begin{equation}
F_l=-\frac{m^*}{2\pi}\langle V\cos l\theta\rangle .
\end{equation}
The slope then reads $1/m^*=1-F_1/m^*$, or
\begin{equation}
m^*=1+F_1 .
\end{equation}
The numerical values are $F_1=0.200$ and $m^*=1.200$. A single quasiparticle moving over an undisturbed Fermi sea circles at $\omega_c/1.2=0.833\,\omega_c$.

A uniform electric field does something else: it displaces the whole sea. To follow that motion, use $\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$ with $\mathbf v=\nabla_{\mathbf k}\varepsilon$. For $\mathbf B=B\hat{\mathbf z}$ the polar components are
\begin{equation}
\dot k_r=-\frac{eB}{r}\,\partial_\theta\varepsilon,\qquad
\dot k_\theta=eB\,\partial_r\varepsilon .
\end{equation}
Let the edge of the sea be $r(\theta,t)$. It moves with the electrons on it, so
\begin{align}
\partial_t r&=\dot k_r-\frac{\dot k_\theta}{r}\,\partial_\theta r
=-\frac{eB}{r}\left(\partial_\theta\varepsilon+\partial_r\varepsilon\,\partial_\theta r\right)\\
&=-\frac{eB}{r}\,\frac{d}{d\theta}\,\varepsilon\bigl(r(\theta,t),\theta\bigr).
\end{align}
Only the variation of the energy along the deformed edge matters.

Put $r=1+\eta$ with $\eta\propto\cos l\theta$ small. The energy at the edge changes for two reasons. The edge point has moved, which contributes $\eta/m^*$. The added and removed electrons also change the exchange energy:
\begin{equation}
\delta\Sigma(\theta)=-\oint\frac{d\theta'}{(2\pi)^2}\,V(\theta-\theta')\,\eta(\theta')
=-\frac{\langle V\cos l\theta\rangle}{2\pi}\,\eta(\theta)
=\frac{F_l}{m^*}\,\eta(\theta).
\end{equation}
The second equality uses that $V$ is even in the angle. To first order,
\begin{equation}
\partial_t\eta=-eB\,\frac{1+F_l}{m^*}\,\partial_\theta\eta
\quad\Longrightarrow\quad
\omega_l=l\,\frac{eB}{m^*}\,(1+F_l).
\end{equation}

A rigid displacement of the disk has $\eta\propto\cos\theta$, hence $l=1$. Since $1+F_1=m^*$, its frequency is $\omega_1=eB=\omega_c$. The displaced sea exerts a back-action on each quasiparticle, and this cancels the mass enhancement. The cancellation belongs to $l=1$. With $F_2=0.0287$ the elliptical deformation oscillates at
\begin{equation}
\omega_2=2\times\frac{1.0287}{1.2}\,\omega_c=1.714\,\omega_c,
\end{equation}
and not at $2\omega_c$. Direct integration over seas deformed by $\pm10^{-3}k_F$ gives $\omega_1=1.00000\,\omega_c$ and $\omega_2=1.71445\,\omega_c$, in agreement with these formulas.

\section{Where the heavier mass does appear}

Restore $\hbar$ and consider the thermal damping of quantum oscillations. A quasiparticle orbit encloses the area $S=\pi k^2$ in wavevector space, and semiclassical quantization makes successive areas differ by $2\pi eB/\hbar$. With $d\varepsilon/dk=\hbar^2k/m^*$,
\begin{equation}
\frac{dS}{d\varepsilon}=\frac{2\pi k}{d\varepsilon/dk}=\frac{2\pi m^*}{\hbar^2},
\qquad
\Delta\varepsilon=\frac{2\pi eB/\hbar}{2\pi m^*/\hbar^2}=\frac{\hbar eB}{m^*}.
\end{equation}
The density of states thus has a component $\cos(2\pi\varepsilon/\Delta\varepsilon)$, up to a fixed phase. Temperature averages it with $-\partial f/\partial\varepsilon$, where $f$ is the Fermi function. With $x=(\varepsilon-\mu)/k_BT$ and $a=2\pi k_BT/\Delta\varepsilon$, the amplitude is multiplied by
\begin{equation}
I=\int_{-\infty}^{\infty}dx\,\frac{e^{iax}}{4\cosh^2(x/2)} .
\end{equation}
Shifting the path by $2\pi i$ multiplies the integrand by $e^{-2\pi a}$ and encloses the double pole at $x=i\pi$. Near it, with $x=i\pi+y$, the integrand is $e^{-\pi a}(1+iay+\dots)(-1/y^2+\dots)$, so its residue is $-ia\,e^{-\pi a}$. Therefore
\begin{equation}
I=\frac{2\pi a\,e^{-\pi a}}{1-e^{-2\pi a}}=\frac{X}{\sinh X},
\qquad X=\pi a=\frac{2\pi^2k_BT\,m^*}{\hbar eB}.
\end{equation}
This assumes well-defined quasiparticles, a mass $m^*$ that is constant over the energies involved, a fixed chemical potential $\mu$, levels that do not shift as they fill, and level broadening that does not change with temperature. When the oscillations are weak, the small periodic changes of $\mu$ or of the levels that they cause alter this averaged density of states only by a relative amount of second order in the oscillation strength. Another measured quantity, such as the compressibility, can carry a further factor from the interaction at first order; a factor that does not depend on temperature drops out of a ratio of amplitudes.

For an example, take $m=0.19\,m_e$, $m^*/m=1.2$ and $B=4$ T. An explicit sum over levels spaced by $\hbar eB/m^*$ gives factors 0.778 at 1.5 K and 0.209 at 4.2 K. Their ratio, $0.2089/0.7785=0.268$, inserted in the formula at fixed $B$, returns $m^*=0.228\,m_e=1.2\times0.19\,m_e$. This tests the thermal formula at fixed $\mu$; the level spacing itself is the quasiparticle assumption. The levels in this sum are unbroadened, so the oscillations are not weak: at fixed density, as in a gated layer, the same ratio would return a mass about 3\% too high.

The uniform resonance of the same system lies at $\hbar\omega_c=2.437$ meV, or 0.589 THz. Using $m^*$ would wrongly place it at $2.437/1.2=2.031$ meV. At fixed photon energy it would place the resonant field at $1.2\times4.0=4.8$ T instead of 4.0 T.

\section{The general statement and its proof}

The proof needs neither mean-field theory nor quasiparticles. Write
\begin{equation}
H=\sum_j\frac{\pi_{j,x}^2+\pi_{j,y}^2}{2m}+V,\qquad
\boldsymbol\pi_j=\mathbf p_j+e\mathbf A(\mathbf r_j),
\end{equation}
where $V$ depends only on the differences $\mathbf r_i-\mathbf r_j$. From $[p_x,g]=-i\hbar\,\partial_xg$,
\begin{equation}
[\pi_x,\pi_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{equation}
With $\ell=\sqrt{\hbar/eB}$ define, for each electron,
\begin{equation}
a^\dagger=\frac{\ell}{\sqrt2\,\hbar}(\pi_x+i\pi_y),\qquad
a=\frac{\ell}{\sqrt2\,\hbar}(\pi_x-i\pi_y).
\end{equation}
Then $[a,a^\dagger]=(\ell^2/2\hbar^2)\,2i[\pi_x,\pi_y]=(\ell^2/2\hbar^2)\,2\hbar eB=1$. Similarly
\begin{equation}
a^\dagger a=\frac{\ell^2}{2\hbar^2}\left(\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]\right)
=\frac{\pi_x^2+\pi_y^2}{2\hbar eB}-\frac12,
\end{equation}
so the kinetic energy of one electron is $\hbar\omega_c(a^\dagger a+\tfrac12)$.

Let $A^\dagger=\sum_ja_j^\dagger$. The vector potential commutes with $V$, and the total canonical momentum commutes with it because
\begin{equation}
\Bigl[\sum_j\mathbf p_j,V\Bigr]=-i\hbar\sum_j\nabla_jV=0 .
\end{equation}
This is the cancellation of pair forces. It follows that
\begin{equation}
[H,A^\dagger]=\hbar\omega_cA^\dagger .
\label{eq:kohn}
\end{equation}

A uniform field $\mathbf E(t)=-\dot{\mathbf b}(t)$ enters by $\boldsymbol\pi_j\to\boldsymbol\pi_j+e\mathbf b(t)$. Apart from a function of time alone, the perturbation is $(e/m)\,\mathbf b(t)\cdot\sum_j\boldsymbol\pi_j$, a combination of $A$ and $A^\dagger$. Between eigenstates of $H$, equation~\eqref{eq:kohn} gives
\begin{equation}
(E_f-E_i-\hbar\omega_c)\,\langle f|A^\dagger|i\rangle=0 .
\end{equation}
To first order in the uniform field, every upward transition therefore has energy $\hbar\omega_c$. The net weight, absorption minus emission, is proportional to $\langle AA^\dagger-A^\dagger A\rangle=N$, the electron number. It does not vanish, and it is the same in every state and at every temperature.

Spin and valley labels change nothing if all electrons share the mass $m$. Nor does a confining potential in $z$, provided a principal axis of the mass lies along $z$: the added terms then commute with $A^\dagger$. In a Fermi liquid, where the edge argument of the counter-example holds with a general interaction function, agreement with the theorem requires $1+F_1=m^*/m$.

Three Coulomb-coupled electrons of one spin and valley test equation~\eqref{eq:kohn} at strong coupling. At $B=4$ T and mean relative permittivity 7.8 the Coulomb energy at distance $\ell$ is 14.39 meV, or $14.39/2.437=5.9$ cyclotron energies. The total angular momentum is fixed at $-3\hbar$ in the symmetric gauge, because without confinement the repelling electrons could otherwise lower their energy by moving apart. States with this angular momentum and total Landau index up to 4 are mapped by $A^\dagger$ into states with angular momentum $-2\hbar$ and index up to 5. If $P_K$ projects onto total index up to $K$, then $P_{K+1}A^\dagger=A^\dagger P_K$, so the identity survives the cut exactly, whether or not the energies have converged. Within this basis the interaction raises the lowest energy at angular momentum $-3\hbar$ from 1.50 to 6.71 $\hbar\omega_c$, yet the absorbed energy remains $1.0000000000\,\hbar\omega_c$.

\section{When the protection is lost}

An in-plane potential $W(\mathbf r)$ adds to the commutator the term
\begin{equation}
\sum_j[W(\mathbf r_j),a_j^\dagger]=\frac{i\ell}{\sqrt2}\sum_j(\partial_{x_j}+i\partial_{y_j})W(\mathbf r_j),
\end{equation}
an external force that in general depends on where the electrons are. A parabolic potential is an exception: its total force depends only on the centre of mass, so the lines move but remain independent of the interaction. Other potentials generally let the interaction in. For the same three electrons, a Gaussian bump of height $0.3\,\hbar\omega_c$ and width $\ell$ gives a mean absorbed energy of $0.986\,\hbar\omega_c$ without Coulomb interaction and $1.012\,\hbar\omega_c$ with it. These are means in the cut basis, not peak positions.

Nonparabolicity also breaks the identity. For a one-electron term $-\beta\hbar\omega_c(a^\dagger a+\tfrac12)^2$,
\begin{equation}
\bigl[-\beta(a^\dagger a+\tfrac12)^2,a^\dagger\bigr]=-2\beta\,a^\dagger(a^\dagger a+1),
\end{equation}
so the step between neighbouring levels depends on the Landau index. With $\beta=0.02$ the mean for the three electrons, in the same cut basis, is $1-2\beta=0.960$ without interaction and $0.930$ with it, in units of $\hbar\omega_c$.

If the masses differ, the total force involves $\sum_j\boldsymbol\pi_j/m_j$, which is not proportional to the total kinetic momentum. Two particles with $\omega_2=0.5\,\omega_1$, joined by a spring of constant $0.5\,m_1\omega_1^2$, have no line closer to $\omega_1$ than $0.37\,\omega_1$.

\section{A silicon inversion layer}

The values $m=0.19\,m_e$, density $10^{12}$ cm$^{-2}$, two valleys and mobility $\mu_e=20000$ cm$^2$/Vs are rough figures for a good silicon (100) layer at low temperature; the enhancement of 1.2 is a round input. The filling factor is 10.3, or about 2.6 levels for each spin and valley, so the semiclassical account is only approximate at 4 T. The theorem does not need that approximation, but a real layer breaks its assumption of a clean plane. In the Drude model, with a relaxation time $\tau=m\mu_e/e$ that does not depend on $B$, the velocity in a resonant circular field is proportional to $1/[1/\tau-i(\omega-\omega_c)]$. The absorption, its real part, has relative half width $1/(\omega_c\tau)=1/(\mu_eB)=1/(2.0\times4)=12.5\%$. This is comparable with the $1-1/1.2=17\%$ separation between the true and false lines. Since $\omega_c\tau=8$, the Landau levels can be well resolved and the Drude width is only a rough guide; short-range disorder can make the line wider. The width measures blurring, not the interaction-dependent shift due to disorder, which is not estimated here.

Nonparabolicity is a smaller correction. For $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, differentiation gives $(1+2\alpha\varepsilon)\,d\varepsilon/dk=\hbar^2k/m$, hence a cyclotron mass $m(1+2\alpha\varepsilon)$. A rough $\alpha=0.5$ eV$^{-1}$ and the Fermi energy of 6.3 meV raise it by 0.6\%. Adding 20 meV, a value for the kinetic energy of the motion normal to the layer that is generous unless the depletion charge approaches $10^{12}$ cm$^{-2}$, makes this 2.6\%. For charge oscillations in a layer 3 mm wide, an electrostatic estimate without gate screening gives a shift of 0.04\%. It does not strictly apply, because the vacuum wavelength at resonance is only 0.51 mm and retardation matters. Radiation damping, also left out, adds a half width of a few percent in an ungated layer.

Temperature matters more. With heavier valleys a rough 20 meV above the lowest, their share of the electrons is negligible at 4.2 K but roughly two thirds at 300 K, counting one subband of each kind. The gap depends on the depletion charge and on temperature, and the share in a real layer at 300 K may be nearer one half; either way the single-mass assumption fails there. Scattering by phonons also removes the line at that temperature: even the bulk mobility of roughly 1400 cm$^2$/Vs gives only $\mu_eB=0.56$ at 4 T. The electrons' contribution to the oxide field, 0.46 MV/cm, is far below the roughly 10 MV/cm at which good oxide breaks down. The numerical output lists the inputs and results.

\section*{Computed results}
\begin{verbatim}
band mass (m_e): 0.190
quasiparticle / band mass, input: 1.20
magnetic field (T): 4.0
electron density (cm^-2): 1.00e+12
mean relative permittivity: 7.80
mobility (cm^2/Vs): 20000
interaction parameter r_s: 2.60
Fermi energy, band mass (meV): 6.30
filling factor: 10.34
magnetic length (nm): 12.83
Coulomb energy at that length (meV): 14.39
Coulomb / cyclotron energy: 5.905
cyclotron resonance (meV): 2.437
cyclotron resonance (THz): 0.5893
false resonance from m* (meV): 2.031
false field at same photon (T): 4.80
3 electrons: basis sizes: 152, 232
ground energy, free (hw_c): 1.5000
ground energy, Coulomb, cut basis (hw_c): 6.7133
absorbed energy, Coulomb (hw_c): 1.0000000000
largest error of operator identity: 1.1e-14
nonparabolic test coefficient (hw_c): 0.020
nonparabolic mean, free (hw_c): 0.96000
nonparabolic mean, Coulomb (hw_c): 0.92959
impurity height, unit width (hw_c): 0.30
impurity mean, free (hw_c): 0.98580
impurity mean, Coulomb (hw_c): 1.01177
unequal masses: nearest line shift (w_1): 0.3729
exchange model strength (model units): 1.7427
exchange model m*/m from slope: 1.20000
exchange model F1, F2: 0.20000, 0.02867
single quasiparticle frequency (w_c): 0.83333
uniform l=1 mode (w_c): 1.00000
l=2 mode (w_c): 1.71445
oscillation factor at 1.5 K: 0.77846
oscillation factor at 4.2 K: 0.20893
mass from oscillations (m_e): 0.2280
mass from resonance (m_e): 0.1900
disorder half width / resonance (%): 12.50
nonparabolicity, input (1/eV): 0.50
mass shift at Fermi energy (%): 0.63
confinement energy, input (meV): 20.0
mass shift with confinement (%): 2.63
sample width (mm): 3.0
finite-sample plasmon shift (%): 0.0410
heavier-valley gap, input (meV): 20.0
heavier-valley cyclotron mass (m_e): 0.417
heavier-valley fraction at 4.2 K: 9.2e-18
heavier-valley fraction at 300 K: 0.674
oxide field from the electrons (MV/cm): 0.464
\end{verbatim}
